# Buffer width and core-density error in an insulating chain

## The question a buffer raises

To find the electron density of a large insulator piece by piece, one can cut out a fragment, diagonalize its Hamiltonian, and keep the density only in the central part, the core. The rest of the fragment is a buffer, whose density is discarded because it is spoiled by the nearby cut. A wider buffer gives a better core density, but the cost of diagonalization grows as the cube of the fragment size. The rate at which the core error falls with the buffer width \(b\) therefore decides the cost.

An electron in the core learns of the cut by propagating to it and back. If propagation over a distance \(d\) costs a factor \(e^{-\kappa d}\), the error should behave as \(e^{-2\kappa b}\). The Dyson equation makes this precise. It also shows which \(\kappa\) is meant, what prefactor accompanies the exponential, and when the rate is lower.

Orbitals are orthonormal and localized, the Hamiltonian \(H\) is real and symmetric, and the temperature is zero. The fragment uses the corresponding block of the same \(H\), so any self-consistent change of the potential is left out. Exact system and fragment share a chemical potential \(\mu\) inside the gap, which coincides with no fragment level. Occupations are per spin orbital.

## The round trip from the Dyson equation

Let \(C\) denote all orbitals of the fragment, core and buffer together, and \(P\) the outside orbitals coupled directly to it. Write \(H=H_0+V\), where \(V\) contains the severed couplings between \(C\) and \(P\). With \(G=(z-H)^{-1}\) and \(g=(z-H_0)^{-1}\), the identity \((z-H_0)G=1+VG\), multiplied by \(g\), gives
\[
G=g+gVG. \tag{1}
\]
Since \(H_0\) does not connect the fragment to the outside, \(g_{CP}=0\). Starting in \(C\), \(V\) leads only to \(P\). The \(CP\) and \(CC\) blocks of (1) are therefore
\[
G_{CP}=g_{CC}V_{CP}G_{PP},\qquad
G_{CC}=g_{CC}+g_{CC}V_{CP}G_{PC}. \tag{2}
\]
The first relation gives \(g_{CC}V_{CP}=G_{CP}G_{PP}^{-1}\), and the second becomes
\[
G_{CC}-g_{CC}=G_{CP}\,G_{PP}^{-1}\,G_{PC}. \tag{3}
\]
The inverse exists for non-real \(z\), because the anti-Hermitian part of \(G_{PP}\) is then definite. Equation (3) contains every order in \(V\), and its right side uses the Green's function of the uncut system alone: out to \(P\), and back.

To turn this into a density, consider one level \(\varepsilon\) and set \(x=\mu-\varepsilon\). In
\[
\frac{1}{x+i\omega}=\frac{x-i\omega}{x^2+\omega^2}
\]
the second part is odd in \(\omega\) and drops out of an integral with symmetric limits. The first integrates to \(\pi\,\mathrm{sgn}\,x\). The occupation of the level is thus \(\tfrac12+\tfrac12\mathrm{sgn}\,x=\tfrac12+\frac1{2\pi}\int d\omega\,(x+i\omega)^{-1}\). Weighting by \(|\psi(n)|^2\) and summing over levels,
\[
\rho_{nn}=\frac12+\frac1{2\pi}\int_{-\infty}^{\infty}d\omega\,G_{nn}(\mu+i\omega). \tag{4}
\]
The fragment obeys the same formula with \(g\). Let \(\delta_n\) be the fragment occupation minus the exact one. The halves cancel, and (3) gives
\[
\delta_n=-\frac1{2\pi}\int_{-\infty}^{\infty}d\omega\,
\big[G_{CP}G_{PP}^{-1}G_{PC}\big]_{nn}. \tag{5}
\]
Neither occupation changes when \(\mu\) moves within the gap without crossing a fragment level, so the value of (5) does not change either.

Equations (3) and (5) hold in any dimension. The decay rate depends on \(G\), which will now be found for a chain.

## The bulk Green's function of an ionic chain

Take an infinite chain with site energies \(s_n\Delta\), \(s_n=(-1)^n\), \(\Delta>0\), and hopping \(-t\), \(t>0\), between neighbours. Distances are counted in sites. Then \(H=\Delta S+K\), with
\[
(S\psi)_n=s_n\psi_n,\qquad (K\psi)_n=-t(\psi_{n+1}+\psi_{n-1}).
\]
Hopping reverses the sign \(s_n\), so \(SK=-KS\). The cross terms in \(H^2\) cancel, and \(S^2=1\) leaves
\[
H^2=\Delta^2+K^2. \tag{6}
\]
On a plane wave \(K=-2t\cos k\), so the bands are \(E=\pm\sqrt{\Delta^2+4t^2\cos^2k}\) and the gap is \(2\Delta\), centred at \(E=0\).

Because \((z-H)(z+H)=z^2-\Delta^2-K^2\), at \(z=i\omega\)
\[
G=-(i\omega+H)F,\qquad F=(W^2+K^2)^{-1},\qquad W=\sqrt{\Delta^2+\omega^2}. \tag{7}
\]
Two hops give \((K^2\psi)_n=t^2(\psi_{n+2}+2\psi_n+\psi_{n-2})\). The element \(F_d\) between sites a distance \(d\) apart therefore satisfies
\[
(W^2+2t^2)F_d+t^2(F_{d+2}+F_{d-2})=\delta_{d,0}. \tag{8}
\]
The source reaches only even distances, so \(F_d=0\) for odd \(d\). For even \(d\) try the decaying form \(F_d=(-1)^{d/2}e^{-\kappa|d|}F_0\). Away from \(d=0\), (8) requires \(W^2+2t^2=2t^2\cosh2\kappa\). Since \(\cosh2\kappa=1+2\sinh^2\kappa\),
\[
\sinh\kappa=\frac{W}{2t}. \tag{9}
\]
At \(d=0\), (8) gives
\[
\frac1{F_0}=2t^2(\cosh2\kappa-e^{-2\kappa})=2t^2\sinh2\kappa
=4t^2\sinh\kappa\cosh\kappa=W\sqrt{W^2+4t^2}. \tag{10}
\]

Let the chain be cut once, let \(p\) be the first deleted site, and let \(n=p-d\) be a fragment site. For even \(d\), \(KF\) does not contribute and \(s_n=s_p\), so
\[
G_{np}=-(i\omega+s_p\Delta)(-1)^{d/2}e^{-\kappa d}F_0 . \tag{11}
\]
For odd \(d\), only \(KF\) contributes:
\[
G_{np}=t(F_{d-1}+F_{d+1})
=(-1)^{(d-1)/2}tF_0e^{-\kappa d}(e^{\kappa}-e^{-\kappa})
=(-1)^{(d-1)/2}WF_0e^{-\kappa d}, \tag{12}
\]
where the last step uses (9). As \(|i\omega+s_p\Delta|=W\), in both cases
\[
|G_{np}(i\omega)|=\frac{e^{-\kappa d}}{\sqrt{W^2+4t^2}}. \tag{13}
\]

## The density error from one cut

With a single site in \(P\), the bracket in (5) is \(G_{np}^2/G_{pp}\), and (11) at \(d=0\) gives \(G_{pp}=-(i\omega+s_p\Delta)F_0\). For even \(d\),
\[
\frac{G_{np}^2}{G_{pp}}=-(s_p\Delta+i\omega)F_0e^{-2\kappa d}.
\]
For odd \(d\), use \(W^2=(s_p\Delta+i\omega)(s_p\Delta-i\omega)\):
\[
\frac{G_{np}^2}{G_{pp}}=-\frac{W^2F_0e^{-2\kappa d}}{s_p\Delta+i\omega}
=-(s_p\Delta-i\omega)F_0e^{-2\kappa d}.
\]
The terms in \(i\omega\) are odd and integrate to zero. Both parities leave the same result,
\[
\delta_n=s_pf(d),\qquad
f(d)=\frac{\Delta}{2\pi}\int_{-\infty}^{\infty}d\omega\,
\frac{e^{-2\kappa(i\omega)d}}{W\sqrt{W^2+4t^2}}. \tag{14}
\]
The sign is easily read at \(d=1\). If the deleted site has low energy, \(s_p=-1\), its neighbour is a high-energy site that is occupied only through mixing with low-energy neighbours. It has lost one of them, and its occupation falls.

The same expressions with \(i\omega\) replaced by a real \(z\) in the gap, and \(W^2\) by \(\Delta^2-z^2\), are finite. By (3), \(g_{nn}\) then has no pole there: this cut creates no end level in the gap. Equation (14), written with \(\mu=0\), thus holds for any \(\mu\) in the gap.

## Which decay rate, and which prefactor

At a real energy \(E\) in the gap, (9) becomes
\[
\sinh^2\kappa(E)=\frac{\Delta^2-E^2}{4t^2}. \tag{15}
\]
Along the real axis \(\kappa\) is largest at \(E=0\); along the imaginary axis it is smallest there. The middle of the gap is a saddle point, with
\[
\sinh\kappa_0=\frac{\Delta}{2t},\qquad
\tanh\kappa_0=\frac{\Delta}{R},\qquad R=\sqrt{\Delta^2+4t^2}. \tag{16}
\]
On a vertical line through another \(\mu\), the integrand at \(\omega=0\) has the slower decay \(e^{-2\kappa(\mu)d}\). The integral is nevertheless the same, so contributions along that line cancel. The rate is set by the saddle, not by \(\mu\). The saddle lies at midgap here because \(\kappa\) depends on \(E\) only through \(E^2\). In a chain without this symmetry between the two bands, it lies at the energy in the gap where \(\kappa(E)\) is largest, which need not be the middle.

For large \(d\), the integral (14) comes from small \(\omega\). Differentiating (9) gives \(d\kappa/dW=1/(2t\cosh\kappa)=1/\sqrt{W^2+4t^2}\), and \(W\simeq\Delta+\omega^2/2\Delta\). Hence
\[
\kappa(i\omega)\simeq\kappa_0+\frac{\omega^2}{2\Delta R}. \tag{17}
\]
With the denominator of (14) taken at \(\omega=0\), where it equals \(\Delta R\),
\[
f(d)\simeq\frac{e^{-2\kappa_0d}}{2\pi R}\int_{-\infty}^{\infty}d\omega\,e^{-\omega^2d/(\Delta R)}
=\frac{e^{-2\kappa_0d}}{2\pi R}\sqrt{\frac{\pi\Delta R}{d}},
\]
that is,
\[
f(d)\simeq\frac12\sqrt{\frac{\tanh\kappa_0}{\pi d}}\;e^{-2\kappa_0d}. \tag{18}
\]
A core-edge site has \(b\) buffer sites between it and \(p\), so \(d=b+1\). The error there decays as \(e^{-2\kappa_0b}\) times a slowly falling factor \((b+1)^{-1/2}\).

The next term shows how large \(d\) must be. To order \(\omega^4\), the exponent \(-2\kappa d\) gains \(+\frac{d\,\omega^4}{4\Delta^2R^2}\big(\frac R\Delta+\frac\Delta R\big)\), because \(d\kappa/d(\omega^2)=1/(2W\sqrt{W^2+4t^2})\). The denominator contributes the relative change \(-\frac{\omega^2}{2\Delta R}\big(\frac R\Delta+\frac\Delta R\big)\). The Gaussian averages are \(\langle\omega^2\rangle=\Delta R/2d\) and \(\langle\omega^4\rangle=3\Delta^2R^2/4d^2\). The relative correction to (18) is then
\[
\Big(\frac3{16}-\frac14\Big)\frac1d\Big(\frac R\Delta+\frac\Delta R\Big)
=-\frac{1+\tanh^2\kappa_0}{16\,d\,\tanh\kappa_0}. \tag{19}
\]

Two limits show the content of \(\kappa_0\). For \(\Delta\gg t\), (16) gives \(e^{-\kappa_0}\simeq t/\Delta\): each further buffer site multiplies the exponential in (18) by \((t/\Delta)^2\), one factor for the way out and one for the way back. For \(\Delta\ll t\), \(\kappa_0\simeq\Delta/2t\), and the buffer needed for a fixed exponential factor grows as the inverse gap. At \(\Delta=0\) the chain is a metal and \(\kappa_0=0\). At \(\mu=0\) the sublattice symmetry then fixes every occupation at \(\tfrac12\), so the error vanishes. For \(\mu=-2t\cos k_F\) elsewhere in the band, the standing waves \(\sin kd\) give \(\delta_n=-\frac1\pi\int_0^{k_F}\cos(2kd)\,dk=-\sin(2k_Fd)/(2\pi d)\), which falls only as \(1/d\).

## Comparison with the density matrix

The off-diagonal density matrix involves a single passage. The constant in (4) is absent for \(n\neq p\), so \(\rho_{np}=\frac1{2\pi}\int d\omega\,G_{np}(i\omega)\). At \(\omega=0\) the magnitude (13) is \(e^{-\kappa_0d}/R\) for either parity, and (17) gives
\[
|\rho_{np}|\simeq\frac{e^{-\kappa_0d}}{2\pi R}\int_{-\infty}^{\infty}d\omega\,e^{-\omega^2d/(2\Delta R)}
=\sqrt{\frac{\tanh\kappa_0}{2\pi d}}\;e^{-\kappa_0d}. \tag{20}
\]
The core error has twice this exponential rate, but it is not the square of the density matrix. From (18) and (20),
\[
\frac{f(d)}{|\rho_{np}|^2}\simeq\sqrt{\frac{\pi d}{\tanh\kappa_0}}, \tag{21}
\]
which grows with distance. The two passages are made at the same energy and multiplied before the energy integral is taken.

## A fragment with two cuts

Let the fragment lie between deleted sites \(q<p\), with \(L=p-q\), \(d_p=p-n\) and \(d_q=n-q\). Inverting the \(2\times2\) matrix \(G_{PP}\) in (5) gives the bracket
\[
\frac1{1-\eta}\left[\frac{G_{np}^2}{G_{pp}}+\frac{G_{nq}^2}{G_{qq}}
-\frac{2G_{np}G_{pq}G_{qn}}{G_{pp}G_{qq}}\right],\qquad
\eta=\frac{G_{pq}^2}{G_{pp}G_{qq}}. \tag{22}
\]
By (13), \(|\eta|=e^{-2\kappa L}\). The last term has magnitude proportional to \(e^{-\kappa(d_p+L+d_q)}=e^{-2\kappa L}\), since \(d_p+d_q=L\). Apart from terms with this exponential, the two errors add:
\[
\delta_n\simeq s_pf(d_p)+s_qf(d_q). \tag{23}
\]
For a core of \(c\) sites with \(b\) buffer sites on each side, \(L=c+2b+1\). If \(c\) is even, \(L\) is odd and \(s_q=-s_p\), so the two contributions oppose each other. At the core edge, the magnitude is
\[
|\delta_{\rm edge}|\simeq f(b+1)-f(b+c). \tag{24}
\]
For odd \(c\), \(s_q=s_p\): the two contributions add, and the errors do not cancel over the core. For even \(c\) the errors sum to zero over the core, and not only in this approximation. Reflection about the centre of the fragment then reverses \(S\), and changing the sign of the orbitals on one sublattice reverses \(K\). Together they map \(H\) to \(-H\), so the occupations of two mirror sites add to one, in the fragment and in the bulk alike. A correct total core charge is then no evidence that the buffer is wide enough.

## A numerical example

Take \(t=2\) eV, \(\Delta=1.5\) eV and a core of six sites. Then \(\sinh\kappa_0=1.5/4=0.375\), so \(\kappa_0=0.3667\) per site. Also \(R=\sqrt{1.5^2+4^2}=4.272\) eV and \(\tanh\kappa_0=1.5/4.272=0.351\). Each further buffer site multiplies the exponential by \(e^{-0.7334}=0.480\).

What buffer brings the error below \(10^{-6}\) electrons per spin orbital? For \(b=14\), \(d=15\), and (18) gives
\[
f(15)\simeq\frac12\sqrt{\frac{0.351}{15\pi}}\;e^{-11.00}
=0.0432\times1.67\times10^{-5}=7.2\times10^{-7}.
\]
For \(b=13\) the same formula gives \(1.6\times10^{-6}\), so 14 sites are needed.

The table compares this law with direct diagonalization. Fragments of \(6+2b\) sites were diagonalized, their levels below \(\mu=0\) were filled, and the occupations were compared with those of a 400-site ring standing for the infinite chain. The third column is (23), with \(f\) from numerical quadrature of (14). Entries are the largest core errors, in electrons per spin orbital.

| \(b\) | diagonalization | two cuts, (23) | one cut, (18) |
|---|---|---|---|
| 2 | \(9.88\times10^{-3}\) | \(9.91\times10^{-3}\) | \(1.07\times10^{-2}\) |
| 6 | \(3.55\times10^{-4}\) | \(3.55\times10^{-4}\) | \(3.72\times10^{-4}\) |
| 14 | \(6.95\times10^{-7}\) | \(6.95\times10^{-7}\) | \(7.20\times10^{-7}\) |
| 22 | \(1.59\times10^{-9}\) | \(1.59\times10^{-9}\) | \(1.64\times10^{-9}\) |

At \(b=14\), the diagonalized error lies below (18) by about 3.5 per cent of the value of (18). The correction (19), \(-0.20/15\), accounts for 1.3 per cent. The opposing cut accounts for the rest: by (24) it removes a fraction \(f(20)/f(15)\simeq\sqrt{15/20}\,e^{-5\times0.7334}=0.022\).

The prefactor also affects a measured decay rate. Between \(b=18\) and \(b=22\) the diagonalized error falls from \(3.290\times10^{-8}\) to \(1.593\times10^{-9}\), an apparent rate of \(\frac14\ln20.66=0.757\) per site. Multiplying each error by \(\sqrt{b+1}\) first changes this to 0.733, in agreement with \(2\kappa_0\).

In the ring, the density matrix starting from a high-energy site first falls below \(10^{-6}\) at 30 sites, twice the distance \(d=15\) at which the core error does so. At \(d=15\) its magnitude is \(2.65\times10^{-4}\). The square, \(7.0\times10^{-8}\), is ten times smaller than the core error; the leading-order ratio (21) is 11.6.

## When the cut creates an end level

A cut may leave a level inside the gap. Let the hoppings alternate between \(t_s\) and \(t_w<t_s\), and cut a strong bond. The last fragment site \(m=p-1\) is then held by a weak bond. Seek a state that vanishes on every site of the other sublattice. Its energy is \(s_m\Delta\), and the equation at site \(m-1\) requires \(t_w\psi_m+t_s\psi_{m-2}=0\). Each step of two sites therefore multiplies the amplitude by \(-r\), with \(r=t_w/t_s\). Since \(\sum_jr^{2j}=1/(1-r^2)\), the normalized weight is
\[
|\psi(d)|^2=(1-r^2)\,r^{d-1}\quad(d\ \text{odd}),\qquad 0\quad(d\ \text{even}). \tag{25}
\]
The bulk bands satisfy \(E^2\ge\Delta^2+(t_s-t_w)^2\), so this level lies in the gap.

In (8), \(K^2\) now has the diagonal element \(t_s^2+t_w^2\) and couples second neighbours by \(t_st_w\). The decay condition at real energy becomes
\[
\cosh2\kappa(E)=\frac{\Delta^2+t_s^2+t_w^2-E^2}{2t_st_w}. \tag{26}
\]
At \(E=\pm\Delta\) the right side is \(\tfrac12(r+1/r)\), so \(2\kappa=\ln(1/r)\). This is the decay rate of (25): the end level fades at the rate \(2\kappa\) belonging to its own energy, which is lower than \(2\kappa(0)\).

Suppose \(s_m=+1\), so that the level is at \(+\Delta\). With \(\mu=0\) it is empty, the integration line passes through the saddle, and the rate is \(2\kappa(0)\). With \(\mu\) above the level but still in the gap, the bulk density is unchanged while the fragment gains the whole weight (25), which dominates at large odd \(d\).

For \(t_s=2.5\) eV, \(t_w=1.5\) eV and \(\Delta=1.5\) eV, the gap edges are at \(\pm1.80\) eV, the end level is at 1.50 eV, and \(r=0.6\). At \(d=15\) the weight (25) is \(0.64\times0.6^{14}=5.0\times10^{-4}\). Diagonalizing a 201-site chain with this end gives an error of \(5.0\times10^{-4}\) for \(\mu=1.65\) eV, but \(2.0\times10^{-7}\) for \(\mu=0\). Between \(d=15\) and \(d=27\) the rate for \(\mu=1.65\) eV is 0.511 per site, equal to \(\ln(1/0.6)\). For \(\mu=0\), after removal of the factor \(d^{-1/2}\), it is 0.898, close to \(2\kappa(0)=0.900\).

A wider buffer still reduces the error in the unfavourable case, but at the slower rate. Placing \(\mu\) so that the end level does not lie between it and the saddle, which in this chain is at midgap (level empty for \(s_m=+1\), filled for \(s_m=-1\)), or choosing a cut through a weak bond, which leaves no such decaying state, restores the rate set by the saddle.

Numerical values quoted here were computed with a short program.
